**Planar negative trion with a fixed hole: trial energies and binding**

The program compares two trial states for two electrons bound to a fixed hole in a plane, where $a$ and $b$ are orbital exponents and the break-up threshold is $-2$ effective hartree. It asserts that the equal-exponent optimum is $-(4-3\pi/8)^2/4$, above threshold, and that the symmetrised optimum with $a\neq b$ lies below it; both are compared with separate minimisations by real-space quadrature. The one-electron matrix element is checked symbolically, and the direct repulsion is checked by quadrature at three exponent ratios. A scan of 400 ratios asserts that the unsymmetrised product stays above threshold. The output gives $-1.9908$ for equal exponents and $-2.1536$ for the symmetrised state. Hartree–Fock, radial configuration interaction and a factor $1+cr_{12}$ give $-2.0615$, $-2.1709$ and $-2.2271$. For rough monolayer parameters, a light hole and layer screening together reduce the radial trion binding from about 115 to 11 meV; the screened exciton with a fixed hole is also checked by finite differences.

## Check in Python

```python
# Result under test: two electrons in a plane bound to a fixed hole (1/r forces).
# Threshold (exciton + free electron) is -2 effective hartree.
#   exp(-a(r1+r2))                     : best energy -(4-3 pi/8)^2/4, above -2
#   exp(-a r1-b r2) + exp(-b r1-a r2)  : best energy below -2, so the trion binds
# Symbols: a, b inner and outer exponents; x = b/a; S overlap of the orbitals;
# c coefficient in the factor 1 + c r12; r0 screening length of the layer.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize, minimize_scalar
from scipy.special import ellipe, ellipk, ellipkm1, struve, y0

# ---------- derived formulas ----------
def repulsion(x):
    """Direct repulsion of exponential densities with exponents 1 and x <= 1."""
    if x == 1:
        return 3 * np.pi / 8
    p = x * x
    m = 1 - p
    return 2 * x * ((1 + p) * ellipe(m) - 2 * p * ellipk(m)) / m**2

def energy_coefficients(x, symmetrised):
    """T and V in E = a^2 T + a V for exponents a and x a."""
    s2 = (4 * x / (1 + x)**2)**2 if symmetrised else 0.0
    exchange = s2 * 3 * np.pi * (1 + x) / 16
    kinetic = ((1 + x * x) / 2 + s2 * x) / (1 + s2)
    potential = (-2 * (1 + x) * (1 + s2) + repulsion(x) + exchange) / (1 + s2)
    return kinetic, potential

def best_energy(x, symmetrised):
    kinetic, potential = energy_coefficients(x, symmetrised)
    return -potential**2 / (4 * kinetic)

# ---------- one-body element from the Laplacian, symbolically ----------
A, B, R = sp.symbols("A B R", positive=True)
left, right = sp.exp(-A * R), sp.exp(-B * R)
h_right = -(sp.diff(right, R, 2) + sp.diff(right, R) / R) / 2 - right / R
integrand = sp.simplify(sp.expand(R * h_right / right)) * sp.exp(-(A + B) * R)
h_symbolic = 4 * A * B * sp.integrate(sp.expand(integrand), (R, 0, sp.oo))
h_formula = 4 * A * B / (A + B)**2 * (A * B / 2 - (A + B))
assert sp.simplify(h_symbolic - h_formula) == 0

# ---------- real-space quadrature of the two-electron function ----------
# Larger radius r, smaller radius t r, with t = 1-u^3 to tame the log at t = 1.
g, wg = np.polynomial.legendre.leggauss(80)
r_big, w_big = 12.5 * (g + 1), 12.5 * wg
g, wg = np.polynomial.legendre.leggauss(40)
u, wu = (g + 1) / 2, wg / 2
t, wt = 1 - u**3, 3 * u**2 * wu
big = np.repeat(r_big, len(t))
small = np.outer(r_big, t).ravel()
w_half = np.outer(w_big * r_big**3, wt * t).ravel()
r1, r2 = np.concatenate([big, small]), np.concatenate([small, big])
weight = np.concatenate([w_half, w_half])
gap2 = np.tile((u**3 / (1 + t))**2, 2 * len(r_big))
mean_inv = 2 / np.pi * ellipkm1(gap2) / (r1 + r2)      # angular mean of 1/r12
mean_r12 = 2 / np.pi * (r1 + r2) * ellipe(1 - gap2)    # angular mean of r12
mean_sq = r1**2 + r2**2                              # angular mean of r12^2

def expectation(phi, c=0.0):
    """Kinetic, potential and repulsion energy of phi(r1,r2)(1 + c r12)."""
    d = 1e-4
    f = phi(r1, r2)
    f1 = (phi(r1 + d, r2) - phi(r1 - d, r2)) / (2 * d)
    f2 = (phi(r1, r2 + d) - phi(r1, r2 - d)) / (2 * d)
    square = 1 + 2 * c * mean_r12 + c * c * mean_sq
    common = mean_r12 + c * mean_sq
    diff = (r1**2 - r2**2) * (mean_inv + c)
    cross = f1 * (common + diff) / (2 * r1) + f2 * (common - diff) / (2 * r2)
    kin = (f1**2 + f2**2) / 2 * square + c * f * cross + c * c * f**2
    rep = f**2 * (mean_inv + 2 * c + c * c * mean_r12)
    att = -(1 / r1 + 1 / r2) * f**2 * square
    norm = weight @ (f**2 * square)
    rep_mean = weight @ rep / norm
    return weight @ kin / norm, weight @ att / norm + rep_mean, rep_mean

def product(a, b):
    return lambda p, q: np.exp(-a * p - b * q)

def symmetric(a, b):
    return lambda p, q: np.exp(-a * p - b * q) + np.exp(-b * p - a * q)

for ratio in (1.0, 0.8, 0.5):
    assert abs(expectation(product(2, 2 * ratio))[2] - 2 * repulsion(ratio)) < 1e-6

# equal exponents
a_equal = 2 - 3 * np.pi / 16
e_equal = -(4 - 3 * np.pi / 8)**2 / 4
scan = minimize_scalar(lambda a: sum(expectation(product(a, a))[:2]),
                       bounds=(1, 2), method="bounded", options={"xatol": 1e-7})
assert abs(scan.fun - e_equal) < 1e-6 and abs(scan.x - a_equal) < 1e-3
assert e_equal > -2

# symmetrised unequal exponents: formula optimum against quadrature optimum
fit = minimize_scalar(lambda x: best_energy(x, True), bounds=(0.2, 0.9),
                      method="bounded", options={"xatol": 1e-9})
x_opt, e_sym = fit.x, fit.fun
t_opt, v_opt = energy_coefficients(x_opt, True)
a_opt = -v_opt / (2 * t_opt)
b_opt = x_opt * a_opt
direct = minimize(lambda v: sum(expectation(symmetric(*v))[:2]), [2.2, 1.0],
                  method="Nelder-Mead", options={"xatol": 1e-6, "fatol": 1e-10})
assert abs(direct.fun - e_sym) < 1e-6
assert e_sym < -2
kin_opt, pot_opt, rep_opt = expectation(symmetric(a_opt, b_opt))
assert abs(2 * kin_opt + pot_opt) < 1e-5

# without symmetrisation unequal exponents never pass the threshold
plain_scan = [best_energy(x, False) for x in np.linspace(0.005, 1, 400)]
assert min(plain_scan) > -2

# factor 1 + c r12 brings in angular correlation
corr = minimize(lambda v: sum(expectation(symmetric(v[0], v[1]), v[2])[:2]),
                [2.3, 1.2, 0.3], method="Nelder-Mead",
                options={"xatol": 1e-5, "fatol": 1e-9, "maxiter": 600})
assert corr.success and corr.fun < e_sym

# ---------- radial basis calculations, with optional layer screening ----------
log_q = np.arange(-36, 22, 0.2)
q = np.exp(log_q)
wq = 0.2 * q
exponents = 2 * 1.75**np.arange(-4.0, 3.0)

def radial_levels(r0):
    """Exciton, restricted Hartree-Fock and radial CI energies (hartree)."""
    ai, aj = exponents[:, None], exponents[None, :]
    overlap = 4 * ai * aj / (ai + aj)**2
    dens = overlap[:, :, None] * (1 + (q / (ai + aj)[:, :, None])**2)**-1.5
    val, vec = np.linalg.eigh(overlap)
    X = vec @ np.diag(val**-0.5) @ vec.T
    dens = np.einsum("ai,abq,bj->ijq", X, dens, X, optimize=True)
    wscr = wq / (1 + r0 * q)
    h = X @ (overlap * ai * aj / 2) @ X - dens @ wscr
    h = (h + h.T) / 2
    n = len(exponents)
    flat = dens.reshape(n * n, -1)
    G = ((flat * wscr) @ flat.T).reshape(n, n, n, n)
    exciton = np.linalg.eigvalsh(h)[0]
    orb = np.linalg.eigh(h)[1][:, 0]
    P = np.outer(orb, orb)
    change = 1.0
    for _ in range(500):
        F = h + np.einsum("ijkl,kl->ij", G, P)
        orb = np.linalg.eigh((F + F.T) / 2)[1][:, 0]
        new = np.outer(orb, orb)
        change = np.abs(new - P).max()
        P = 0.5 * P + 0.5 * new
        if change < 1e-9:
            break
    assert change < 1e-7
    hf = 2 * np.sum(h * new) + np.einsum("ijkl,ij,kl->", G, new, new)
    one = np.eye(n)
    H = np.kron(h, one) + np.kron(one, h)
    H = H + G.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    return exciton, hf, np.linalg.eigvalsh((H + H.T) / 2)[0]

threshold, e_hf, e_ci = radial_levels(0.0)
assert abs(threshold + 2) < 1e-7
assert e_hf < e_equal and e_ci < e_hf and e_ci < e_sym

# ---------- rough monolayer dichalcogenide regime ----------
m_e, m_h, kappa, pol_length = 0.5, 0.5, 4.5, 4.0       # masses in m0, length in nm
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_mev = const.physical_constants["Hartree energy in eV"][0] * 1e3
r0_nm = pol_length / kappa
mu = m_e * m_h / (m_e + m_h)

def scales(mass):
    return kappa / mass * bohr_nm, mass / kappa**2 * hartree_mev

length, energy = scales(m_e)
r0_unit = r0_nm / length
# screened exciton by finite differences in real space
step = 0.01
rad = (np.arange(3000) + 0.5) * step
pot = -np.pi / (2 * r0_unit) * (struve(0, rad / r0_unit) - y0(rad / r0_unit))
off = -0.5 * (rad[:-1] + step / 2) / (step**2 * np.sqrt(rad[:-1] * rad[1:]))
fd = eigh_tridiagonal(1 / step**2 + pot, off, select="i", select_range=(0, 0))[0][0]
assert abs(fd - radial_levels(r0_unit)[0]) < 1e-3

# ---------- output ----------
print(f"threshold energy: {threshold:.5f} hartree")
print(f"equal exponents, repulsion/a = 3pi/8: {repulsion(1):.5f}")
print(f"equal exponents, best a: {a_equal:.5f} 1/bohr")
print(f"equal exponents, energy: {e_equal:.5f} hartree")
print(f"equal exponents, above threshold by: {e_equal + 2:.5f} hartree")
print(f"symmetrised, ratio x = b/a: {x_opt:.4f}")
print(f"symmetrised, a: {a_opt:.4f} 1/bohr")
print(f"symmetrised, b: {b_opt:.4f} 1/bohr")
S = 4 * x_opt / (1 + x_opt)**2
print(f"overlap S: {S:.5f}")
print(f"direct integral J: {a_opt * repulsion(x_opt):.5f} hartree")
print(f"exchange integral K: {S**2 * 3*np.pi*(a_opt+b_opt)/16:.5f} hartree")
print(f"coefficient T(x): {t_opt:.5f}")
print(f"coefficient V(x): {v_opt:.5f}")
print(f"kinetic energy: {kin_opt:.5f} hartree")
print(f"potential energy: {pot_opt:.5f} hartree")
print(f"mean repulsion: {rep_opt:.5f} hartree")
print(f"symmetrised, energy: {e_sym:.5f} hartree")
print(f"symmetrised, binding: {-2 - e_sym:.5f} hartree")
print("x, best energy plain / symmetrised (hartree):")
for x in (1.0, 0.8, 0.6, 0.4, 0.2, 0.05):
    print(f"  {x:.2f}  {best_energy(x, False):.5f}  {best_energy(x, True):.5f}")
print(f"lowest plain energy in scan x=0.005..1: {min(plain_scan):.6f} hartree")
print(f"Hartree-Fock, 7 exponentials: {e_hf:.5f} hartree")
print(f"radial CI, 7 exponentials: {e_ci:.5f} hartree")
print(f"with 1+c r12, energy: {corr.fun:.5f} hartree")
print("with 1+c r12, a, b, c (1/bohr): " + ", ".join(f"{v:.3f}" for v in corr.x))
print(f"rough inputs: m_e {m_e} m0, m_h {m_h} m0, kappa {kappa}")
print(f"layer polarisation length: {pol_length:.1f} nm, r0: {r0_nm:.3f} nm")
print(f"effective bohr, fixed hole: {length:.4f} nm")
print(f"effective hartree, fixed hole: {energy:.1f} meV")
print(f"equal-exponent energy: {e_equal * energy:.1f} meV")
print(f"symmetrised energy: {e_sym * energy:.1f} meV")
print(f"symmetrised binding: {(-2 - e_sym) * energy:.1f} meV")
print(f"outer orbital mean radius 1/b: {length / b_opt:.3f} nm")
print("radial CI: exciton binding, trion binding (meV):")
for label, mass, screened in (("fixed hole, no layer screening", m_e, False),
                              ("finite hole mass only", mu, False),
                              ("layer screening only", m_e, True),
                              ("both effects", mu, True)):
    unit_length, unit_energy = scales(mass)
    ex, _, tri = radial_levels(r0_nm / unit_length if screened else 0.0)
    print(f"  {label}: {-ex * unit_energy:.1f}, {(ex - tri) * unit_energy:.1f}")
print(f"finite-difference check, screened exciton: {-fd * energy:.1f} meV")
print(f"thermal energy at 300 K: {const.k * 300 / const.e * 1e3:.2f} meV")
print("tests ok")
```

It prints:

```
threshold energy: -2.00000 hartree
equal exponents, repulsion/a = 3pi/8: 1.17810
equal exponents, best a: 1.41095 1/bohr
equal exponents, energy: -1.99078 hartree
equal exponents, above threshold by: 0.00922 hartree
symmetrised, ratio x = b/a: 0.2651
symmetrised, a: 2.1810 1/bohr
symmetrised, b: 0.5782 1/bohr
overlap S: 0.66257
direct integral J: 1.02927 hartree
exchange integral K: 0.71348 hartree
coefficient T(x): 0.45276
coefficient V(x): -1.97491
kinetic energy: 2.15360 hartree
potential energy: -4.30720 hartree
mean repulsion: 1.21110 hartree
symmetrised, energy: -2.15360 hartree
symmetrised, binding: 0.15360 hartree
x, best energy plain / symmetrised (hartree):
  1.00  -1.99078  -1.99078
  0.80  -1.98935  -2.00217
  0.60  -1.98460  -2.04485
  0.40  -1.97883  -2.12033
  0.20  -1.98226  -2.14062
  0.05  -1.99693  -2.02203
lowest plain energy in scan x=0.005..1: -1.999954 hartree
Hartree-Fock, 7 exponentials: -2.06145 hartree
radial CI, 7 exponentials: -2.17091 hartree
with 1+c r12, energy: -2.22713 hartree
with 1+c r12, a, b, c (1/bohr): 2.239, 1.012, 0.588
rough inputs: m_e 0.5 m0, m_h 0.5 m0, kappa 4.5
layer polarisation length: 4.0 nm, r0: 0.889 nm
effective bohr, fixed hole: 0.4763 nm
effective hartree, fixed hole: 671.9 meV
equal-exponent energy: -1337.6 meV
symmetrised energy: -1447.0 meV
symmetrised binding: 103.2 meV
outer orbital mean radius 1/b: 0.824 nm
radial CI: exciton binding, trion binding (meV):
  fixed hole, no layer screening: 1343.8, 114.8
  finite hole mass only: 671.9, 57.4
  layer screening only: 262.0, 14.2
  both effects: 191.3, 11.2
finite-difference check, screened exciton: 262.0 meV
thermal energy at 300 K: 25.85 meV
tests ok
```
